# Mass-Defect Local Modes: Threshold in Three Dimensions, None in a Chain: a numerical check

```python
"""Local vibration of a light mass defect: threshold in 3D, none in 1D.

Result under test: an atom of mass (1-eps)*M in a harmonic crystal with
unchanged springs has a mode above the host band when 1 = eps*s*g(s), with
s = omega^2 and g the site-diagonal Green function of the host. The mode
exists only for eps > eps_c = 1/(s_m*g(s_m)), s_m being the band top.
eps_c = 0 for a chain and eps_c > 0 for the simple cubic crystal.
Model: scalar nearest-neighbour springs, one stiffness per axis.
Inside the program s is in units of K/M, and delta = s - s_m.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import i0e

STEP = 0.05
T = np.exp(np.arange(-40.0, 75.0, STEP))  # logarithmic time grid
CHAIN, SQUARE, CUBIC = (1.0,), (1.0, 1.0), (1.0, 1.0, 1.0)


def green(delta, springs, power=0):
    """Integral of t^power exp(-delta t) prod exp(-2Kt) I0(2Kt).

    power=0 gives g, power=1 gives -dg/ds."""
    f = T ** (power + 1) * np.exp(-delta * T)
    for k in springs:
        f = f * i0e(2 * k * T)
    return STEP * f.sum()


def threshold(springs):
    return 1 / (4 * sum(springs) * green(0.0, springs))


def local_delta(eps, springs):
    """Height of the local mode above the band in s, or None."""
    top = 4 * sum(springs)

    def f(x):
        d = np.exp(x)
        return (top + d) * green(d, springs) - 1 / eps
    if f(-27.0) < 0:
        return None
    return np.exp(brentq(f, -27.0, 8.0, xtol=1e-13))


def defect_share(eps, delta, springs):
    """Fraction of the kinetic energy carried by the defect atom."""
    s = 4 * sum(springs) + delta
    return (1 - eps) / (eps**2 * s**2 * green(delta, springs, 1) - eps)


def top_mode(size, dim, eps):
    """Highest mode of a periodic lattice that contains the defect.

    Returns s and the mass-weighted eigenvector; the defect is site 0."""
    one = np.eye(size)
    ring = sp.csr_matrix(2 * one - np.roll(one, 1, 0) - np.roll(one, -1, 0))
    lap = ring
    for _ in range(dim - 1):
        n = lap.shape[0]
        lap = sp.kron(lap, sp.identity(size)) + sp.kron(sp.identity(n), ring)
    n = lap.shape[0]
    scale = np.ones(n)
    scale[0] = 1 / np.sqrt(1 - eps)
    mat = (sp.diags(scale) @ lap @ sp.diags(scale)).tocsr()
    if dim == 1:
        w, v = eigh(mat.toarray(), subset_by_index=[n - 1, n - 1])
    else:
        start = np.zeros(n)
        start[0] = 1.0
        w, v = eigsh(mat, k=1, which="LA", v0=start, ncv=50)
    return w[0], v[:, 0]


# --- Chain: closed forms against diagonalization of a long ring
for d in (0.01, 0.5, 3.0):
    assert abs(green(d, CHAIN) * np.sqrt((4 + d) * d) - 1) < 1e-9
for eps in (0.02, 0.25, 0.5):
    s, v = top_mode(1200, 1, eps)
    assert abs(s - 4 / (1 - eps**2)) < 1e-9
    assert abs(4 + local_delta(eps, CHAIN) - s) < 1e-8
    ratio = v[1] / (v[0] / np.sqrt(1 - eps))
    assert abs(ratio + (1 - eps) / (1 + eps)) < 1e-6
    assert abs(v[0]**2 - 2 * eps / (1 + eps)) < 1e-6
    assert abs(defect_share(eps, s - 4, CHAIN) - v[0]**2) < 1e-6

# --- Heavy defect: nothing rises above the band
assert top_mode(200, 1, -0.5)[0] <= 4 + 1e-9
assert top_mode(10, 3, -0.5)[0] <= 12 + 1e-9

# --- Square lattice: logarithmic divergence at the band top
growth = green(1e-8, SQUARE) - green(1e-6, SQUARE)
assert abs(growth - np.log(100) / (4 * np.pi)) < 1e-5


# --- Cubic crystal: band-top Green function from wave-vector sums
def midpoint_sum(n):
    c = 2 * (1 + np.cos(2 * np.pi * (np.arange(n) + 0.5) / n))
    return np.mean(1 / (c[:, None, None] + c[None, :, None] + c))


g_top = green(0.0, CUBIC)
g_mesh = 2 * midpoint_sum(80) - midpoint_sum(40)  # removes the 1/n error
assert abs(g_top - g_mesh) < 2e-5
eps_c = threshold(CUBIC)
assert 0 < eps_c < 1

# --- Above threshold: diagonalization, mode shape and defect share
eps_light = 0.5
d_light = local_delta(eps_light, CUBIC)
s_light, v_light = top_mode(20, 3, eps_light)
assert abs(12 + d_light - s_light) < 1e-7
share_light = defect_share(eps_light, d_light, CUBIC)
assert abs(share_light - v_light[0]**2) < 1e-6
c = np.cos(2 * np.pi * np.arange(40) / 40)
band = 6 - 2 * (c[:, None, None] + c[None, :, None] + c)
g_next = np.mean(c / (s_light - band))
u_ratio = v_light[1] / (v_light[0] / np.sqrt(1 - eps_light))
assert abs(u_ratio - eps_light * s_light * g_next) < 1e-6

# --- Below threshold: the rise of the top level dies out as 1/N
eps_heavy = 0.25
assert local_delta(eps_heavy, CUBIC) is None
rise, share_small = {}, {}
for size in (10, 20):
    s, v = top_mode(size, 3, eps_heavy)
    rise[size], share_small[size] = s - 12, v[0]**2
inverse = {n: 1 / (n**3 * rise[n]) for n in rise}
extrapolated = 2 * inverse[20] - inverse[10]  # removes the 1/size error
predicted = (1 / eps_heavy - 1 / eps_c) / 12
# remaining finite-size terms are below one percent
assert abs(extrapolated / predicted - 1) < 0.02
assert share_small[20] < 0.25 * share_small[10]

# --- Just above threshold: square-root law
eps_near = 1.001 * eps_c
root = np.sqrt(local_delta(eps_near, CUBIC))
root_law = 4 * np.pi / 12 * (1 / eps_c - 1 / eps_near)
assert abs(root / root_law - 1) < 0.01  # next term is of order root

# --- Weakly coupled chains: threshold vanishes as sqrt(tau)
c = np.cos(2 * np.pi * (np.arange(1000) + 0.5) / 1000)
mean_root = np.mean(1 / np.sqrt(2 + c[:, None] + c))
chain_coef = 1 / (np.sqrt(2) * mean_root)
tau = 1e-4
assert abs(threshold((1, tau, tau)) / np.sqrt(tau) / chain_coef - 1) < 3e-3

# --- Vector crystal: fcc with central springs, matrix secular equation
L, eps_fcc = 6, 0.6
prim = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / np.sqrt(2)
bonds = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                  [1, -1, 0], [1, 0, -1], [0, 1, -1]])
proj = [np.outer(b @ prim, b @ prim) for b in bonds]
cells = np.array(list(np.ndindex(L, L, L)))
force = np.zeros((L**3, 3, L**3, 3))
for i, cell in enumerate(cells):
    for b, p in zip(bonds, proj):
        j = np.ravel_multi_index(tuple((cell + b) % L), (L, L, L))
        force[i, :, i, :] += p
        force[j, :, j, :] += p
        force[i, :, j, :] -= p
        force[j, :, i, :] -= p
scale = np.ones(3 * L**3)
scale[:3] = 1 / np.sqrt(1 - eps_fcc)
full = force.reshape(3 * L**3, -1) * scale[:, None] * scale
fcc_top3 = np.linalg.eigvalsh(full)[-3:]
dyn = sum(2 * (1 - np.cos(2 * np.pi * (cells @ b) / L))[:, None, None] * p
          for b, p in zip(bonds, proj))


def fcc_green(s):
    return np.linalg.inv(s * np.eye(3) - dyn).mean(axis=0)


fcc_band = np.linalg.eigvalsh(dyn).max()
fcc_root = brentq(lambda s: eps_fcc * s * fcc_green(s)[0, 0] - 1,
                  fcc_band + 1e-8, 100.0, xtol=1e-12)
g3 = fcc_green(fcc_root)
assert np.abs(g3 - g3[0, 0] * np.eye(3)).max() < 1e-10
assert np.abs(fcc_top3 - fcc_root).max() < 1e-8

# --- Worked example in Hartree atomic units
host_u, spring = 60.0, 0.02
mass_au = host_u * constants.atomic_mass / constants.m_e
unit = np.sqrt(spring / mass_au)
mev = 1000 * constants.physical_constants["Hartree energy in eV"][0]
w_cubic, w_chain = np.sqrt(12) * unit, 2 * unit
w_local = np.sqrt(12 + d_light) * unit

print(f"host mass M = {host_u:.0f} u = {mass_au:.1f} electron masses")
print(f"spring K = {spring:.2f} hartree/bohr^2")
print(f"sqrt(K/M) = {unit:.6e} hartree")
print(f"cubic band top = {w_cubic:.6e} hartree = {w_cubic*mev:.3f} meV")
print(f"chain band top = {w_chain:.6e} hartree = {w_chain*mev:.3f} meV")
print(f"cubic g at band top = {g_top:.6f} M/K (time integral)")
print(f"cubic g at band top = {g_mesh:.6f} M/K (k sums)")
print(f"cubic s_m*g(s_m) = {1/eps_c:.6f} (dimensionless)")
print(f"cubic threshold eps_c = {eps_c:.6f} (dimensionless)")
print(f"cubic threshold defect mass = {(1-eps_c)*host_u:.3f} u")
print("Local mode: omega/omega_m and defect share of kinetic energy")
for eps in (0.02, 0.25, 0.34, 0.5, 0.8):
    d1, d3 = local_delta(eps, CHAIN), local_delta(eps, CUBIC)
    text = f"eps={eps:.2f} chain {np.sqrt(1+d1/4):.6f}"
    text += f" share {defect_share(eps, d1, CHAIN):.4f}; cubic "
    if d3 is None:
        text += "no mode"
    else:
        text += f"{np.sqrt(1+d3/12):.6f}"
        text += f" share {defect_share(eps, d3, CUBIC):.4f}"
    print(text)
for eps in (eps_heavy, eps_light):
    w = w_chain * np.sqrt(1 + local_delta(eps, CHAIN) / 4)
    print(f"chain, defect {host_u*(1-eps):.0f} u: {w:.6e} hartree"
          f" = {w*mev:.3f} meV")
print(f"cubic, defect {host_u*(1-eps_light):.0f} u: {w_local:.6e} hartree"
      f" = {w_local*mev:.3f} meV")
print(f"same mode: s = {12+d_light:.6f} K/M (secular equation)")
print(f"same mode: s = {s_light:.6f} K/M (8000-atom lattice)")
print(f"same mode: neighbour/defect amplitude = {u_ratio:.5f}")
print("Cubic, eps=0.25, finite lattice: rise of top level and share")
for n in rise:
    print(f"N={n**3}: rise {rise[n]:.6f} K/M, share {share_small[n]:.6f}")
print(f"1/(N*rise) extrapolated = {extrapolated:.5f} M/K")
print(f"1/(N*rise) predicted = {predicted:.5f} M/K")
print(f"eps=1.001*eps_c: sqrt(delta) = {root:.6f} sqrt(K/M)")
print(f"square-root law: sqrt(delta) = {root_law:.6f} sqrt(K/M)")
print("Threshold against transverse/longitudinal spring ratio tau")
for tau in (1.0, 0.1, 0.01, 0.001, 0.0001):
    print(f"tau={tau:.4f}: eps_c = {threshold((1, tau, tau)):.6f}")
print(f"limit of eps_c/sqrt(tau) = {chain_coef:.4f} (dimensionless)")
print(f"fcc, 216 atoms, eps={eps_fcc:.1f}: band top {fcc_band:.6f} K/M")
print(f"fcc secular root = {fcc_root:.6f} K/M")
print("fcc three highest levels = "
      + ", ".join(f"{x:.6f}" for x in fcc_top3) + " K/M")
print("verified")
```

Running it gives:

```
host mass M = 60 u = 109373.3 electron masses
spring K = 0.02 hartree/bohr^2
sqrt(K/M) = 4.276213e-04 hartree
cubic band top = 1.481324e-03 hartree = 40.309 meV
chain band top = 8.552426e-04 hartree = 23.272 meV
cubic g at band top = 0.252731 M/K (time integral)
cubic g at band top = 0.252732 M/K (k sums)
cubic s_m*g(s_m) = 3.032772 (dimensionless)
cubic threshold eps_c = 0.329731 (dimensionless)
cubic threshold defect mass = 40.216 u
Local mode: omega/omega_m and defect share of kinetic energy
eps=0.02 chain 1.000200 share 0.0392; cubic no mode
eps=0.25 chain 1.032796 share 0.4000; cubic no mode
eps=0.34 chain 1.063349 share 0.5075; cubic 1.000392 share 0.0988
eps=0.50 chain 1.154701 share 0.6667; cubic 1.074668 share 0.7306
eps=0.80 chain 1.666667 share 0.8889; cubic 1.612645 share 0.9530
chain, defect 45 u: 8.832907e-04 hartree = 24.036 meV
chain, defect 30 u: 9.875491e-04 hartree = 26.873 meV
cubic, defect 30 u: 1.591931e-03 hartree = 43.319 meV
same mode: s = 13.858932 K/M (secular equation)
same mode: s = 13.858932 K/M (8000-atom lattice)
same mode: neighbour/defect amplitude = -0.15491
Cubic, eps=0.25, finite lattice: rise of top level and share
N=1000: rise 0.009618 K/M, share 0.007635
N=8000: rise 0.001356 K/M, share 0.001223
1/(N*rise) extrapolated = 0.08032 M/K
1/(N*rise) predicted = 0.08060 M/K
eps=1.001*eps_c: sqrt(delta) = 0.003174 sqrt(K/M)
square-root law: sqrt(delta) = 0.003173 sqrt(K/M)
Threshold against transverse/longitudinal spring ratio tau
tau=1.0000: eps_c = 0.329731
tau=0.1000: eps_c = 0.212250
tau=0.0100: eps_c = 0.076532
tau=0.0010: eps_c = 0.024555
tau=0.0001: eps_c = 0.007776
limit of eps_c/sqrt(tau) = 0.7781 (dimensionless)
fcc, 216 atoms, eps=0.6: band top 8.000000 K/M
fcc secular root = 11.526952 K/M
fcc three highest levels = 11.526952, 11.526952, 11.526952 K/M
verified
```
